# Band velocity and effective mass in a nonorthogonal Bloch basis

## Result

Let the band energies $e_n(\mathbf k)$ follow from a finite matrix problem with a $\mathbf k$-dependent overlap matrix,

$$H(\mathbf k)\,c_n=e_n(\mathbf k)\,S(\mathbf k)\,c_n,\qquad c_m^\dagger S c_n=\delta_{mn}.$$

Subscripts $a,b$ on $H$ and $S$ denote derivatives with respect to $k_a,k_b$. Hartree atomic units are used, so $\hbar=m_e=1$. If $e_n$ is nondegenerate at $\mathbf k$, the band velocity is

$$v_a=\frac{\partial e_n}{\partial k_a}=c_n^\dagger\,(H_a-e_nS_a)\,c_n, \tag{1}$$

and the inverse effective mass tensor $W_{ab}=\partial^2e_n/\partial k_a\partial k_b$ is

$$W_{ab}=c_n^\dagger(H_{ab}-e_nS_{ab}-v_aS_b-v_bS_a)c_n+2\,\mathrm{Re}\sum_{m\ne n}\frac{(M^a_{mn})^*M^b_{mn}}{e_n-e_m}, \tag{2}$$

$$M^a_{mn}=c_m^\dagger(H_a-e_nS_a)c_n .$$

The sum runs over all other eigenvectors of the same matrix problem. The formulas give the derivatives of the computed bands; they do not remove the error of the basis.

## Where the matrices come from

Place localized real functions $\chi_\mu$ at sites $\boldsymbol\tau_\mu$ in each cell and form the Bloch sums

$$\phi_{\mu\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\chi_\mu(\mathbf r-\mathbf R-\boldsymbol\tau_\mu).$$

The overlap of two Bloch sums over one cell contains a double sum over lattice vectors $\mathbf R',\mathbf R''$. The phase factor of each term depends only on the difference $\mathbf R=\mathbf R''-\mathbf R'$. The remaining sum over $\mathbf R'$ joins the cell integrals into one integral over all space, so

$$S_{\mu\nu}(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}s_{\mu\nu}(\mathbf R),\qquad s_{\mu\nu}(\mathbf R)=\int\chi_\mu(\mathbf r-\boldsymbol\tau_\mu)\,\chi_\nu(\mathbf r-\mathbf R-\boldsymbol\tau_\nu)\,d\mathbf r .$$

$H$ has the same form. Making $c^\dagger Hc/c^\dagger Sc$ stationary gives $Hc=eSc$. Gaussian integrals decay fast enough with $\mathbf R$ for termwise differentiation:

$$S_a=\sum_{\mathbf R}iR_a\,e^{i\mathbf k\cdot\mathbf R}s(\mathbf R),\qquad S_{ab}=-\sum_{\mathbf R}R_aR_b\,e^{i\mathbf k\cdot\mathbf R}s(\mathbf R).$$

We assume that the Bloch sums are linearly independent, so that $S$ is positive definite. The $c_m$ then form a complete set of vectors, and a nondegenerate $e_n$ and its $c_n$ can be chosen smooth near $\mathbf k$.

## Velocity

Define $A=H-e_nS$, with $n$ fixed. It is Hermitian, and $Ac_n=0$, hence also $c_n^\dagger A=0$. Differentiation gives

$$A_ac_n+A\,\partial_ac_n=0,\qquad A_a=H_a-v_aS-e_nS_a. \tag{3}$$

Multiply by $c_n^\dagger$. The second term vanishes because $c_n^\dagger A=0$, which leaves

$$0=c_n^\dagger A_ac_n=c_n^\dagger(H_a-e_nS_a)c_n-v_a .$$

This is (1). The derivative of the eigenvector is not needed.

The overlap term also makes the result independent of the energy zero. Adding a constant $\Delta$ to the potential changes $H$ to $H+\Delta S$ and $e_n$ to $e_n+\Delta$. Then $c_n^\dagger H_ac_n$ changes by $\Delta\,c_n^\dagger S_ac_n$, and so does $e_nc_n^\dagger S_ac_n$. Their difference stays fixed.

## Effective mass

Expand $\partial_bc_n=\sum_m c_m\,x^b_m$ and multiply (3), for direction $b$, by $c_m^\dagger$ with $m\ne n$. Since $c_m^\dagger Ac_l=(e_m-e_n)\delta_{ml}$ and $c_m^\dagger Sc_n=0$,

$$M^b_{mn}+(e_m-e_n)x^b_m=0,\qquad x^b_m=\frac{M^b_{mn}}{e_n-e_m}. \tag{4}$$

The component $x^b_n$ depends on the normalization and on the free phase of $c_n$. It will drop out.

Differentiate (3) with respect to $k_b$ and multiply by $c_n^\dagger$. The term with $A\,\partial_a\partial_bc_n$ vanishes as before:

$$0=c_n^\dagger A_{ab}c_n+c_n^\dagger A_a\partial_bc_n+c_n^\dagger A_b\partial_ac_n. \tag{5}$$

In the second term, the part with $x^b_n$ is multiplied by $c_n^\dagger A_ac_n=0$. For $m\ne n$, Hermiticity gives $c_n^\dagger A_ac_m=(c_m^\dagger A_ac_n)^*=(M^a_{mn})^*$. With (4),

$$c_n^\dagger A_a\partial_bc_n=\sum_{m\ne n}\frac{(M^a_{mn})^*M^b_{mn}}{e_n-e_m}.$$

The third term of (5) is the same with $a$ and $b$ exchanged, which is the complex conjugate. Together they give twice the real part. The first term follows from the product rule,

$$A_{ab}=H_{ab}-W_{ab}S-v_aS_b-v_bS_a-e_nS_{ab}.$$

Since $c_n^\dagger Sc_n=1$, solving (5) for $W_{ab}$ gives (2).

In semiclassical motion within one band, a force $\mathbf F$ changes $\mathbf k$ at the rate $\dot{\mathbf k}=\mathbf F$. Therefore $\dot v_a=\sum_bW_{ab}F_b$, and the mass tensor is the matrix inverse of $W$. Where $W$ has a zero eigenvalue, this inverse does not exist although the curvature is well defined.

## Two limits

**One function per cell.** Take a chain of spacing $L$ with nearest-neighbour integrals, $S=1+2\sigma\cos kL$ and $H=\varepsilon+2t\cos kL$, where $|\sigma|<1/2$ keeps $S$ positive. Here $c=S^{-1/2}$, and (1) becomes

$$v=\frac{H'-eS'}{S}=-\frac{2L(t-e\sigma)\sin kL}{S}.$$

Inserting $e=H/S$ gives $t-e\sigma=(t-\sigma\varepsilon)/S$, because the terms $2t\sigma\cos kL$ cancel. Thus

$$v=-\frac{2L(t-\sigma\varepsilon)\sin kL}{(1+2\sigma\cos kL)^2}.$$

The curvature is $-2L^2(t-\sigma\varepsilon)/(1+2\sigma)^2$ at $k=0$ and $+2L^2(t-\sigma\varepsilon)/(1-2\sigma)^2$ at $k=\pi/L$. For $\sigma=0$ the two have equal size. For $\sigma\ne0$ their sizes differ, unless $t=\sigma\varepsilon$, where the band is flat and both vanish.

**Plane waves.** In the basis $e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, with a local potential, $S=1$, $H_a$ is diagonal with elements $(\mathbf k+\mathbf G)_a$, and $H_{ab}=\delta_{ab}$. Then $M^a_{mn}$ is the momentum matrix element $p^a_{mn}$, and (2) is the usual $\mathbf k\cdot\mathbf p$ formula,

$$W_{ab}=\delta_{ab}+2\,\mathrm{Re}\sum_{m\ne n}\frac{(p^a_{mn})^*p^b_{mn}}{e_n-e_m}.$$

## The phase convention

One may also build Bloch sums with phases $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_\mu)}$. With the diagonal matrix $D_{\mu\mu}=e^{i\mathbf k\cdot\boldsymbol\tau_\mu}$, the new quantities are $\tilde H=D^\dagger HD$, $\tilde S=D^\dagger SD$ and $\tilde c=D^\dagger c$. The eigenvalues are the same at each $\mathbf k$, so $v$ and $W$ are the same.

The interband elements do change. Let $X_b$ be the diagonal matrix with elements $i\tau_{\mu,b}$, so that $\partial_bD=X_bD$ and $\partial_bD^\dagger=-D^\dagger X_b$. Then $\tilde H_b=D^\dagger(H_b+HX_b-X_bH)D$, and likewise for $S$. Using $Ac_n=0$ and $c_m^\dagger A=(e_m-e_n)c_m^\dagger S$,

$$\tilde M^b_{mn}=M^b_{mn}+(e_m-e_n)\,c_m^\dagger SX_bc_n .$$

The division of $W$ into a direct and an interband part therefore depends on the convention.

## Velocity and momentum

Write $u_\mu=e^{-i\mathbf k\cdot\mathbf r}\phi_{\mu\mathbf k}$ and $H_{\mathbf k}=\tfrac12(-i\nabla+\mathbf k)^2+V$, with $V$ local. Then $H_{\mu\nu}=\langle u_\mu|H_{\mathbf k}|u_\nu\rangle$, and its derivative acts on three factors. Let $u=\sum_\mu c_\mu u_\mu$, and let $\partial_au=\sum_\mu c_\mu\partial_au_\mu$ differentiate the basis functions at fixed $c$. Then

$$c^\dagger H_ac=\langle u|(-i\nabla_a+k_a)|u\rangle+2\,\mathrm{Re}\langle\partial_au|H_{\mathbf k}|u\rangle,\qquad c^\dagger S_ac=2\,\mathrm{Re}\langle\partial_au|u\rangle .$$

The first matrix element is the momentum expectation value $\langle p_a\rangle$ of the Bloch orbital. Equation (1) becomes

$$v_a=\langle p_a\rangle+2\,\mathrm{Re}\langle\partial_au|(H_{\mathbf k}-e_n)u\rangle. \tag{6}$$

The second term comes from the motion of the basis functions with $\mathbf k$. It vanishes if $u$ solves the Schrödinger equation. In an incomplete Gaussian basis, band slope and mean momentum can differ.

## Degenerate bands

At a degeneracy, (2) contains a vanishing denominator. Let the columns of $C$ span a degenerate space of energy $e_0$, with $C^\dagger SC=1$, and move along $\mathbf k+\lambda\mathbf q$ with $|\mathbf q|=1$. Along such a line the eigenvalues and vectors of a Hermitian problem that is analytic in $\lambda$ can be chosen differentiable. A branch starts from some $Cw$. Differentiating its equation and multiplying by $C^\dagger$ removes the vector derivative and gives

$$C^\dagger\Big[\sum_aq_a(H_a-e_0S_a)\Big]C\,w=e'(0)\,w .$$

The slopes are the eigenvalues of this small matrix.

If two bands form a cone $e=e_0\pm v\sqrt{x^2+y^2}$ about the degenerate point, the upper band has

$$\frac{\partial^2e}{\partial y^2}=\frac{v\,x^2}{(x^2+y^2)^{3/2}}\;\longrightarrow\;\frac vq\quad\text{at }(x,y)=(q,0).$$

The transverse curvature grows without bound as $q\to0$, so the tip of the cone has no effective mass.

## A two-dimensional example

An electron moves in a hexagonal lattice of constant $L=4.0$ bohr, in the potential

$$V(\mathbf r)=V_0\sum_{j=1}^3\cos\mathbf G_j\cdot\mathbf r,\qquad V_0=1.0\ \text{hartree},$$

with $\mathbf G_j=\mathbf b_1,\mathbf b_2,\mathbf b_1+\mathbf b_2$. The lattice vectors are $\mathbf a_1=L(1,0)$ and $\mathbf a_2=L(\tfrac12,\tfrac{\sqrt3}2)$, and $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$; with this 60° cell the three $\mathbf G_j$ have equal length. For $\theta_j=\mathbf b_j\cdot\mathbf r$,

$$0\le|1+e^{i\theta_1}+e^{-i\theta_2}|^2=3+2[\cos\theta_1+\cos\theta_2+\cos(\theta_1+\theta_2)],$$

so $V\ge-\tfrac32V_0$. This value is reached at $(\mathbf a_1+\mathbf a_2)/3$ and at twice this vector, where each cosine is $-\tfrac12$. These minima form a honeycomb. Each carries two $s$ Gaussians, with exponents 0.3 and 1.0 bohr$^{-2}$, which makes four functions per cell.

For normalized Gaussians with exponents $\alpha,\beta$ at $\mathbf A,\mathbf B$, let $\zeta=\alpha+\beta$, $\gamma=\alpha\beta/\zeta$, $d=|\mathbf A-\mathbf B|$ and $\mathbf P=(\alpha\mathbf A+\beta\mathbf B)/\zeta$. Their product is a Gaussian of exponent $\zeta$ at $\mathbf P$ times $e^{-\gamma d^2}$. With the norms $\sqrt{2\alpha/\pi}$ and $\sqrt{2\beta/\pi}$, the overlap is $s=(2\sqrt{\alpha\beta}/\zeta)e^{-\gamma d^2}$. The operator $-\tfrac12\nabla^2$ multiplies the second Gaussian by $2\beta-2\beta^2|\mathbf r-\mathbf B|^2$, and the product has mean $|\mathbf r-\mathbf B|^2=1/\zeta+\alpha^2d^2/\zeta^2$. The kinetic integral is therefore $2\gamma(1-\gamma d^2)s$. The Fourier transform of the product gives the potential integral $V_0\,s\,e^{-G^2/4\zeta}\sum_j\cos\mathbf G_j\cdot\mathbf P$, where $G=|\mathbf G_j|$.

**Velocity.** At $\mathbf k=(0.30,0.20)$ bohr$^{-1}$, diagonalization gives $e=-0.419815$ hartree for the lowest band. The $x$ components are $c^\dagger H_xc=0.364312$ and $c^\dagger S_xc=-0.288354$, so

$$v_x=0.364312-(-0.419815)(-0.288354)=0.364312-0.121055=0.243257 .$$

Likewise $v_y=0.162747$. The speed is 0.2927 atomic units, or $6.40\times10^5$ m/s. Without the overlap term, $v_x$ would be 50% too large at this energy zero; the size and sign of that error depend on the zero chosen, and its size also depends on the phase convention (with site positions in the phases it is 68%). Raising the potential by 1 hartree changes $c^\dagger H_xc$ to 0.075958 but leaves $v_x$ as it was.

**Mass.** The direct part of (2), including the cross terms, and the interband part add to

$$W_{xx}=1.61763-0.88606=0.73157,$$
$$W_{xy}=0.44107-0.50170=-0.06063,$$
$$W_{yy}=1.07981-0.28493=0.79488 .$$

The cross terms contribute $-2v_xc^\dagger S_xc=0.1403$ to $W_{xx}$. The principal masses, the inverse eigenvalues of $W$, are 1.20 and 1.44 $m_e$. With site positions in the phases, the first line reads $0.79705-0.06548=0.73157$: the parts change and their sum does not.

## Finite differences

The slope and curvature can also be found from energies alone, by diagonalizing at displaced points. With $\mathbf q_a$ the unit vector along $a$, the central rules are

$$v_a\approx\frac{e(\mathbf k+h\mathbf q_a)-e(\mathbf k-h\mathbf q_a)}{2h},\qquad W_{ab}\approx\frac{e_{++}-e_{+-}-e_{-+}+e_{--}}{4h^2},$$

where $e_{\pm\pm}=e(\mathbf k\pm h\mathbf q_a\pm h\mathbf q_b)$. Replacing $h$ by $-h$ leaves both rules unchanged, so their errors contain even powers of $h$, beginning with $h^2$. Halving $h$ from 0.02 to 0.01 bohr$^{-1}$ reduces the norm of the velocity difference from formula (1) from $5.97\times10^{-5}$ to $1.49\times10^{-5}$. For the inverse mass the norm falls from $6.22\times10^{-4}$ to $1.55\times10^{-4}$. Both ratios are 4.00.

If a rule gives $Q(h)=Q_0+\eta h^2+\kappa h^4+\dots$, then

$$Q^{(2)}(h)=\frac{4Q(h)-Q(2h)}3=Q_0-4\kappa h^4+\dots,$$

and $[16Q^{(2)}(h)-Q^{(2)}(2h)]/15$ removes the $h^4$ term too. With $h=0.0025$ bohr$^{-1}$ this last rule agrees with all the values of $v$ and $W$ above to the digits shown.

The step needs care. Over the two lowest bands, at this $\mathbf k$ and at $\Gamma$ ($\mathbf k=0$), the largest inverse-mass error of $Q^{(2)}$ is $2.4\times10^{-3}$ for $h=0.01$ and $1.6\times10^{-4}$ for $h=0.005$. The ratio, 15.2, is close to the 16 of an $h^4$ error. The three-step rule, which combines $h$, $2h$ and $4h$, has with the smaller step $h=0.0025$ a largest error of $1.3\times10^{-7}$. These errors are in units of $1/m_e$.

## Basis error

Agreement with finite differences concerns the derivatives of a given matrix problem, not the quality of its basis. A large plane-wave basis gives $e=-0.4583$ hartree and, by finite differences, $v_x=0.2250$. The small Gaussian basis lies 0.038 hartree higher, and its $v_x$ is 8% larger than the plane-wave value.

Evaluating the orbital on a Fourier grid gives the two terms of (6):

$$v_x=0.1958+0.0475=0.2433 .$$

The basis-motion term supplies about a fifth of the slope. With 36 Gaussians of exponent 2.0 bohr$^{-2}$ on a regular mesh in the cell, it falls to $1.0\times10^{-5}$, and $v_x$ becomes 0.2251.

## Zone centre and zone corner

At $\Gamma$ the velocity vanishes because $e(\mathbf k)=e(-\mathbf k)$, and the sixfold symmetry makes $W$ a multiple of the unit matrix. Its value is $1.6569-0.7942=0.8627$, so the mass is 1.16 $m_e$. Plane waves give 1.29 $m_e$; the small basis makes the band about 10% too light.

At the corner $K=(4\pi/3L,0)=(1.047,0)$ bohr$^{-1}$, the two lowest bands meet at $-0.1124$ hartree. The neighbours of one site on the other sublattice form triples related by threefold rotation. The integrals within a triple are equal, and the phases at $K$ differ by factors $e^{\pm2\pi i/3}$, so each triple sums to zero. The sublattices decouple. Inversion through the origin leaves $V$ unchanged, exchanges the sublattices and sends $K$ to $-K$, so the blocks of $H$ and $S$ for one sublattice at $K$ equal those for the other at $-K$. The real-space integrals are real, so the blocks at $-K$ are the complex conjugates of those at $K$ and have the same eigenvalues. The two sublattices therefore have equal energies.

The $2\times2$ matrix yields slopes $\pm0.495$; plane waves give $0.478$. At a distance $q=0.002$ bohr$^{-1}$ from $K$ along $x$, formula (2) gives the upper band a transverse curvature of 249.85, in units of $1/m_e$. The cone estimate is $v/q=247.7$, lower by 0.9%. The difference, 2.14, comes from the terms of the band beyond the ideal cone. It stays nearly constant as $q$ shrinks while $v/q$ grows, and it depends on direction: these values are for the $+x$ side of $K$, and at the same distance on the $-x$ side the curvature is 246.30, below $v/q$ by 1.41.
